Exchange-only repulsion in the methane dimer: GGA exchange against Hartree–Fock

**Question**

I want a semilocal exchange functional that imitates Hartree–Fock (HF) repulsion between two closed-shell, non-polar molecules, so that dispersion can be added separately. I have been told to prefer PW86 or B86b over revPBE and B88 "because their enhancement factor grows as s^(2/5)". All four have similar F(s) near s = 1, and I cannot see why a large-gradient exponent should control an intermolecular curve. How do I set up a clean exchange-only comparison for the methane dimer, which functional ends up closest to HF, and is 2/5 in any sense the right exponent?

**Answer**

**Conventions and the functionals.** Hartree atomic units are used, and the density n is spin-unpolarised. A GGA exchange energy is

E_x = ∫ A_x n^(4/3) F(s) d³r, A_x = −(3/4)(3/π)^(1/3) = −0.73856,
s = |∇n| / (2(3π²)^(1/3) n^(4/3)).

B86b and B88 are defined per spin, with x = |∇n_σ|/n_σ^(4/3) and local term −C n_σ^(4/3), C = (3/2)(3/4π)^(1/3) = 0.93053. With n_σ = n/2,

x = (1/2)2^(4/3)|∇n|/n^(4/3) = 2^(1/3)·2(3π²)^(1/3) s = 2(6π²)^(1/3) s = 7.7956 s,

and the two spins give −2·2^(−4/3)C = A_x. Dividing each gradient correction by the local term puts a factor 1/C into F:

PW86: F = (1 + 1.296s² + 14s⁴ + 0.2s⁶)^(1/15)
B86b: F = 1 + (0.00375/C)x²/(1 + 0.007x²)^(4/5)
revPBE: F = 1 + κ − κ/(1 + μs²/κ), κ = 1.245, μ = 0.21951
B88: F = 1 + (β/C)x²/(1 + 6βx asinh x), β = 0.0042

RPBE, F = 1 + 0.804(1 − exp(−μs²/0.804)), and LDA, F = 1, serve as side comparisons.

At large s keep the dominant term of each bracket. In PW86 it is 0.2s⁶, so F → 0.2^(1/15)s^(6/15) = 0.8983 s^(2/5). In B86b the denominator becomes 0.007^(4/5)x^(8/5), leaving x^(2/5), so F → 1 + c s^(2/5) with c = (0.00375/C)0.007^(−4/5)(7.7956)^(2/5) = 0.4852. In revPBE the last term vanishes and F → 2.245; RPBE tends to 1.804. In B88 asinh x → ln 2x, β cancels, and F → x/(6C ln 2x), with logarithmic slope 1 − 1/ln 2x (0.9528 at s = 10⁸). These forms and limits were tested against libxc.

**A comparison that isolates exchange.** Let Δ mean dimer minus both monomers, each monomer computed in the full dimer basis (counterpoise). Evaluate every functional on the HF orbitals, without correlation. The kinetic energy T, nuclear terms V and Hartree energy J are then the same numbers in both methods:

E_int(HF) = Δ(T + V + J) + ΔE_x(HF),
E_int(GGA) = Δ(T + V + J) + ΔE_x(GGA).

Eliminating the common part gives

E_int(GGA) = E_int(HF) − ΔE_x(HF) + ΔE_x(GGA). (1)

These are not self-consistent GGA curves. Orbital relaxation would lower dimer and monomer energies, each at second order in the orbital change; the net shift was not computed.

**Which part of F matters.** Since F(0) = 1, F(s) = 1 + ∫₀^∞ F′(t)θ(s − t)dt, with θ the step function. Insert this in E_x and exchange the order of integration:

E_x = E_x(LDA) + ∫₀^∞ F′(t)W(t)dt, W(t) = ∫ A_x n^(4/3) θ(s(r) − t) d³r.

W(t) is the LDA exchange energy of the region where s exceeds t; it is negative or zero. The relation is linear in W, so

ΔE_x(GGA) = ΔE_x(LDA) + ∫₀^∞ F′(t)ΔW(t)dt. (2)

On fixed densities ΔW is the same for all functionals. The interaction therefore depends on the slope F′ over the range where ΔW is appreciable, and where ΔW > 0 a steeper F repels more. Similar values of F(1) say little about that.

**Two overlapping tails.** Take planar tails n_A = n0 e^(−u), n_B = n0 e^(+u), u = az, and assume the dimer density is their sum, 2n0 cosh u. Here n0 is the density of one monomer on the midplane. With s0 = a/(2(3π²)^(1/3)n0^(1/3)), the gradients a n0 e^(∓u) and 2a n0|sinh u| give

s_A = s0 e^(u/3), s_B = s0 e^(−u/3), s_AB = s0|2 sinh u|/(2 cosh u)^(4/3).

The dimer value is bounded. Setting the derivative of ln s_AB to zero, coth u = (4/3)tanh u, so tanh²u = 3/4, cosh u = 2, sinh u = √3, and s_AB,max = s0·2√3/4^(4/3) = 0.546 s0. For t > 0.546 s0 the dimer has W = 0, while each monomer keeps a tail with s > t and W < 0. Hence ΔW > 0 there, in this model: each molecule fills in the dilute, high-s tail of the other.

With dz = du/a, the energy per area is

ΔE_x/area = A_x n0^(4/3) J/a,
J = ∫_{−∞}^{∞} [(2cosh u)^(4/3)F(s_AB) − e^(−4u/3)F(s_A) − e^(4u/3)F(s_B)]du.

Because A_x < 0, J > 0 binds. For F = s^p each monomer term is s0^p e^(∓qu) with q = (4 − p)/3, the dimer term is s0^p(2cosh u)^(q−p)|2 sinh u|^p, and the integrand is even, so J = s0^p I(p) with

I = 2∫₀^∞ [(2cosh u)^(q−p)(2sinh u)^p − e^(qu) − e^(−qu)]du.

The last term integrates to 1/q for q > 0. For the other two, hold p fixed, treat q as a free variable and define

G(q) = ∫₀^∞ [(2cosh u)^(q−p)(2sinh u)^p − e^(qu)]du.

With ε = e^(−2u) the first term is e^(qu)(1 + ε)^(q−p)(1 − ε)^p = e^(qu)[1 + (q − 2p)ε + …]. The bracket falls as e^((q−2)u), so G is analytic for Re q < 2. For q < 0 both pieces converge separately, and ∫₀^∞e^(qu)du = −1/q. In the first piece put v = tanh²u, so cosh²u = 1/(1 − v), sinh²u = v/(1 − v), du = dv/(2v^(1/2)(1 − v)):

∫₀^∞ cosh^(q−p)u sinh^p u du = (1/2)∫₀¹ v^((p−1)/2)(1 − v)^(−q/2−1)dv = (1/2)B((p+1)/2, −q/2).

Thus G = 2^(q−1)B((p+1)/2, −q/2) + 1/q for q < 0. Both sides are analytic, so the equality continues to 0 < q < 2. Then I = 2(G − 1/q) = 2^q B. The arguments of B sum to (p + 1 − q)/2 = (4p − 1)/6, so

I(p) = 2^q Γ((p+1)/2) Γ(−q/2) / Γ((4p−1)/6). (3)

For 0 ≤ p < 4, −q/2 lies in (−1, 0) and Γ(−q/2) < 0. The factor 1/Γ((4p−1)/6) is negative for p < 1/4, zero at p = 1/4 and positive above. A pure power therefore binds for p < 1/4 and repels for p > 1/4. The case p = 1 is elementary: the bracket is 2sinh u − 2cosh u = −2e^(−u), so I = −4. Quadrature agrees with (3): I(0) = 2.6500, I(0.1) = 1.4587, I(0.4) = −1.1589, I(1) = −4.0000, with the zero at p = 0.25000.

As n0 → 0, s0 → ∞ and the full functionals approach these limits. At s0 = 10⁴, where s0^(2/5) = 39.81:

revPBE: 2.245 × 2.650 = 5.949 (quadrature 5.946), binding
PW86: 0.8983 × 39.81 × (−1.1589) = −41.44 (−41.439), repulsive
B86b: 2.650 − 0.4852 × 39.81 × 1.1589 = −19.74 (−19.738), repulsive

B88 gives −4324. In the planar model, then, 2/5 lies on the repulsive side of the threshold with a coefficient much weaker than for near-linear growth. B86b reaches this regime late: its large-s form keeps a constant term, which binds, and J is −0.267 at s0 = 4, −0.082 at 8 and +0.148 at 16. It is positive from s0 ≈ 10 to about 35 and negative beyond.

**Whether 2/5 is exact.** It is not, and the distance dependence shows why. Since s0 ∝ n0^(−1/3), the model energy scales as n0^(4/3 − p/3) = n0^q, with q = 6/5 for p = 2/5 and q = 4/3 for a saturated F. For HF consider one doubly occupied orbital per monomer, φ_A and φ_B, with overlap S. The determinant has density

n = 2(φ_A² + φ_B² − 2Sφ_Aφ_B)/(1 − S²).

The departure from additivity is Sφ_Aφ_B, whose integral is S², plus S² times the monomer densities. The exchange integral between the two orbitals contains φ_Aφ_B twice. At leading order the overlap-dependent HF interaction is thus of order S², up to powers of R. On the midplane the relative departure from additivity is of order S, which justifies the additive density of the slab at large R. For orbitals decaying as e^(−γr), S ∼ e^(−γR) up to powers of R, while n0 ∼ (e^(−γR/2))² = e^(−γR); so S² ∼ n0², and a = 2γ. For 1s orbitals with γ = 1, S = e^(−R)(1 + R + R²/3) (checked by quadrature, S(8) = 0.010176), and

d ln S²/d ln n0 = 2[1 − (1 + 2R/3)/(1 + R + R²/3)],

which is 2(1 − 6.333/30.333) = 1.582 at R = 8 and 1.980 at R = 200.

Every q with p ≥ 0 is at most 4/3, below 2. Unless I(p) = 0, the semilocal tail term decays more slowly than the HF overlap terms and eventually exceeds them. In the planar model only p = 1/4 removes the leading term. For two spherical tails e^(−ar) at distance R the sign change lies higher, at p ≈ 0.35, 0.34 and 0.32 for aR = 13, 15 and 19, and it falls towards 1/4 only slowly (0.29 at aR = 40, 0.26 at 400). This comparison concerns the overlap-dependent terms only. The electrostatic energy of the unpolarised monomers lies in Δ(T + V + J) and cancels in E_int(GGA) − E_int(HF). The dimer orbitals, however, are polarised by the partner's multipole field, and HF orbitals make the HF energy stationary but not E_x(GGA) − E_x(HF). That difference therefore changes at first order in the polarisation and keeps a power-law term in R, whose size was not computed. Any agreement with HF is a property of a finite range of R and has to be computed.

**The methane dimer.** The geometry is D3d with r(CH) = 2.05 bohr and rigid tetrahedral monomers. Three hydrogens of each molecule face the other, staggered, and the second molecule is the inversion image of the first. The level is density-fitted RHF/aug-cc-pVDZ with counterpoise. For the monomer the fitted energy, −40.199575 Eh, matches the exact-integral value −40.199576 Eh. Refining the grid at R = 7 bohr changes ΔE_x by at most 0.0002 mEh. A larger fitting basis changes the interaction energies at 7 bohr by about 0.001 mEh. The orbital basis matters more. With aug-cc-pVTZ stripped of the C f and H d shells ("the larger basis" below), E_int(HF) moves by up to 0.016 mEh and the GGA values by up to 0.13 mEh. The digits quoted are therefore those of aug-cc-pVDZ, not converged values.

At R(C–C) = 7 bohr, E_int(HF) = 0.5943 mEh and ΔE_x(HF) = −1.6876 mEh, so the common part is 0.5943 + 1.6876 = 2.2819 mEh. HF exchange itself is attractive; the repulsion resides in Δ(T + V + J). Equation (1) gives, in mEh,

PW86: 2.2819 − 1.3307 = 0.9512
B86b: 2.2819 − 1.2622 = 1.020
revPBE: 2.2819 − 0.8139 = 1.4680
B88: 2.2819 + 0.0467 = 2.329

that is 0.60, 0.64, 0.92 and 1.46 kcal/mol against 0.37 kcal/mol for HF. The curves, in mEh at R = 6.5, 7, 7.5, 8, 9 bohr, are

HF: 1.496, 0.594, 0.237, 0.097, 0.020
PW86: 2.138, 0.951, 0.444, 0.216, 0.057
B86b: 2.332, 1.020, 0.446, 0.191, 0.028
revPBE: 3.206, 1.468, 0.645, 0.256, 0.002
B88: 4.082, 2.329, 1.387, 0.846, 0.314
RPBE: 2.601, 0.948, 0.245, −0.025, −0.100
LDA: −0.289, −0.454, −0.368, −0.246, −0.081

The mean absolute deviation from HF over the five points is, for PW86,

(0.6420 + 0.3569 + 0.2064 + 0.1193 + 0.0370)/5 = 0.272 mEh,

and likewise 0.314 (B86b), 0.634 (revPBE) and 1.303 mEh (B88), or 0.17, 0.20, 0.40 and 0.82 kcal/mol. On this measure both s^(2/5) functionals are closer to HF than revPBE and B88, by a factor of two or more; the ranking is one of the asserted tests in the numerical check below. In the larger basis the deviations are 0.242, 0.276, 0.572 and 1.255 mEh, with the same ranking and factor.

Three qualifications are visible in the same numbers. First, closest is not close. At 7 bohr PW86 exceeds HF by 0.357/0.594 = 60% of the HF interaction energy and B86b by 0.426/0.594 = 72% (51% and 59% in the larger basis). All four functionals are too repulsive from 6.5 to 8 bohr.

Second, the ranking is not pointwise, and the mean is dominated by the short distances. At 9 bohr revPBE has crossed below HF, with a deviation of −0.018 mEh against +0.037 mEh for PW86 and +0.007 mEh for B86b. These small numbers depend on the basis. In the larger basis they are −0.038, +0.025 and −0.005 mEh, and revPBE is closer to HF than PW86 at 8 bohr instead. In both bases B86b is closer than PW86 at 8 and 9 bohr. The PW86 excess relative to the HF energy rises through 0.43, 0.60, 0.87, 1.23 and 1.82 along the curve (0.43, 0.51, 0.60, 0.76 and 1.21 in the larger basis). That is the direction expected from n0^(6/5) against n0², although the link was not tested. For HF the local exponent between 6.5 and 7.5 bohr, using the monomer density at the midpoint, is ln(1.4956/0.2372)/ln(1.90×10⁻³/7.55×10⁻⁴) = 1.841/0.923 ≈ 2.0, well above 4/3; between 8 and 9 bohr the same ratio is about 1.6. These exponents describe the total HF interaction energy, which includes electrostatics, so they do not test the n0² law of the overlap-dependent terms.

Third, RPBE, whose F saturates, has a mean deviation of 0.342 mEh, not far above B86b (0.349 against 0.276 mEh in the larger basis), and at 7.5 bohr it is within 0.008 mEh of HF in this basis (0.13 mEh below HF in the larger one). It is crossing HF near there: too repulsive by 1.1 mEh at 6.5 bohr, bound at 8 and 9 bohr where HF is not. What distinguishes PW86 and B86b from RPBE over this range is that they stay positive, as HF does.

**The s-resolved account at 7 bohr.** The mean of ΔW is −1.82, 1.94, 3.15 and 0.53 mEh in the bands s = 0–1, 1–2, 2–4 and 4–8. The slab estimate is compatible: γ = (2 × 0.5450)^(1/2) = 1.044 from the highest orbital energy, a = 2.09, n0^(1/3) = (1.19×10⁻³)^(1/3) = 0.106, so s0 = 2.09/(6.187 × 0.106) ≈ 3.2 and ΔW > 0 at least above 0.546 × 3.2 ≈ 1.7. The contributions to ∫F′ΔW dt, in mEh for s = 0–1, 1–2, 2–4, 4–8, >8, are

PW86: −0.301, 0.407, 1.020, 0.235, 0.046
B86b: −0.278, 0.461, 1.072, 0.192, 0.029
revPBE: −0.273, 0.621, 1.416, 0.154, 0.007
B88: −0.272, 0.569, 1.800, 0.550, 0.138
RPBE: −0.279, 0.632, 1.040, 0.011, 0.000

For PW86 they sum to 1.407, and with ΔE_x(LDA) = −2.736 equation (2) gives −1.329 mEh against −1.331 from direct integration; the 0.002 mEh gap is within the tolerance set for sampling step functions in t, and the band entries are uncertain by up to 0.003 mEh. Matching HF would require a gradient term of −1.688 + 2.736 = 1.049 mEh. PW86 and B86b supply about 1.41 and 1.47, revPBE 1.92, B88 2.78.

The excess of revPBE over PW86 is 0.028 + 0.214 + 0.396 − 0.081 − 0.039 = 0.518 mEh. It comes from 1 < s < 4, where revPBE is steeper over nearly the whole interval (F′(2) = 0.302 against 0.195 for PW86 and 0.219 for B86b). The slopes of revPBE and PW86 cross at s = 3.84, and above it the sign reverses (F′(6) = 0.049 against 0.103). B88 is steep in both ranges (0.294 and 0.252). The band orderings for s = 2–4 and s > 4 are asserted tests. In this basis RPBE matches PW86 at this distance by cancellation: 0.225 mEh more in 1–2, and 0.270 mEh less above s = 4. The 1–2 band is sensitive to the basis. In the larger basis it is 0.257 mEh for PW86 and 0.397 mEh for revPBE, the revPBE excess is 0.46 mEh and still comes from 1 < s < 4, and RPBE lies 0.09 mEh below PW86.

As R grows n0 falls, s0 rises, and the weight moves to larger s, where saturating functionals lose their slope. The slab shows a reordering of this kind as s0 grows. From most to least repulsive, s0 = 4 gives B88, revPBE, RPBE, B86b, PW86 (J = −2.119, −1.219, −0.456, −0.267, −0.083), the order of the dimer at 6.5 bohr. At s0 = 8 it gives B88, PW86, B86b, revPBE, RPBE (−5.805, −0.689, −0.082, 0.365, 2.676), the order at 9 bohr. The match is only qualitative, because these s0 values lie above the estimates for the dimer, which are about 2.7 at 6.5 bohr and 5.9 at 9 bohr. At the estimated values the slab gives other orders: revPBE, RPBE, B88, B86b, PW86 at 2.7, and B88, revPBE, PW86, B86b, RPBE at 5.9. The slab thus illustrates how saturating functionals lose repulsion as s0 grows, but it does not predict the order at a given R. The slab sign should not be read onto the tabulated ΔE_x, which also contains the non-additive density of order S²: PW86 has ΔE_x = −0.011 mEh at 9 bohr.

The asymptotic exponent itself is hardly sampled at 7 bohr: s > 8 contributes less than 0.05 mEh for PW86 and B86b. The effective exponent between s = 2 and 4, ln[F(4)/F(2)]/ln 2, is ln(1.750/1.442)/ln 2 = 0.28 for PW86, 0.285 for B86b, 0.34 for revPBE and 0.47 for B88. Between 4 and 8 it is 0.31, 0.246, 0.16 and 0.58. In both octaves the s^(2/5) functionals stay near the planar threshold of 1/4, PW86 above it and B86b slightly below it between 4 and 8, whereas revPBE starts higher and falls well below it. That this nearness to 1/4 is the reason for their smaller deviation is a conjecture, since (3) holds for pure powers and planar tails. For spherical tails at the aR ≈ 13–19 of this dimer the threshold is 0.32–0.35, above all four of these exponents; what the calculation establishes is that a moderate slope for 1 < s < 4, sustained beyond 4, is the feature they share.

Computed values

```
mu(PBE)=0.21951 mu(B86b)=0.2449 x/s=7.7956 C=0.93053 A_x=-0.73856
s^(2/5) prefactors: PW86 0.8983  B86b 0.4852
F at s=1,2,4,8 | F' at s=2,6 | dlnF/dlns at s=1e8 (dimensionless)
 PW86    1.205 1.442 1.750 2.168 | 0.195 0.103 | 0.4000
 B86b    1.184 1.442 1.757 2.083 | 0.219 0.078 | 0.3995
 revPBE  1.187 1.515 1.919 2.144 | 0.302 0.049 | 0.0000
 B88     1.178 1.467 2.033 3.045 | 0.294 0.252 | 0.9528
 RPBE    1.192 1.534 1.794 1.804 | 0.295 0.000 | 0.0000
F'(revPBE)=F'(PW86) at s=3.839
slab p=0.00 q=1.3333: I quadrature 2.649958  closed form 2.649958
slab p=0.10 q=1.3000: I quadrature 1.458670  closed form 1.458670
slab p=0.25 q=1.2500: I quadrature 0.000000  closed form -0.000000
slab p=0.40 q=1.2000: I quadrature -1.158858  closed form -1.158858
slab p=1.00 q=1.0000: I quadrature -4.000000  closed form -4.000000
slab sign change at p=0.25000
slab J (>0 binds) at s0=2,4,8,16,1e4
 PW86    0.488 -0.083 -0.689 -1.745 -41.439
 B86b    0.456 -0.267 -0.082 0.148 -19.738
 revPBE  -0.011 -1.219 0.365 2.925 5.946
 B88     0.274 -2.119 -5.805 -11.880 -4323.605
 RPBE    -0.089 -0.456 2.676 4.018 4.780
1s overlap S(8 bohr)=0.010176; dlnS^2/dln n0: 1.582 (R=8), 1.980 (R=200)
CH4 r(CH)=2.05 bohr aug-cc-pVDZ: RHF -40.199576 Eh, fitted -40.199575 Eh, HOMO -0.5450 Eh
grid refinement at R=7: max change of dEx 0.0002 mEh
R(C-C)/bohr         6.5      7.0      7.5      8.0      9.0
n_A(mid)/a0^-3 1.90e-03 1.19e-03 7.55e-04 4.81e-04 1.85e-04
E_int/mEh
 HF              1.4956   0.5943   0.2372   0.0968   0.0203
 PW86            2.1376   0.9512   0.4436   0.2161   0.0573
 B86b            2.3318   1.0198   0.4460   0.1907   0.0276
 revPBE          3.2056   1.4681   0.6449   0.2557   0.0021
 B88             4.0819   2.3287   1.3873   0.8458   0.3140
 RPBE            2.6010   0.9481   0.2453  -0.0249  -0.0999
 LDA            -0.2888  -0.4544  -0.3679  -0.2462  -0.0805
dEx/mEh
 HF             -3.7307  -1.6876  -0.7376  -0.3115  -0.0479
 PW86           -3.0887  -1.3307  -0.5313  -0.1921  -0.0109
 B86b           -2.8945  -1.2622  -0.5288  -0.2175  -0.0406
 revPBE         -2.0207  -0.8139  -0.3299  -0.1526  -0.0661
 B88            -1.1444   0.0467   0.4125   0.4376   0.2458
 RPBE           -2.6253  -1.3339  -0.7295  -0.4332  -0.1681
 LDA            -5.5151  -2.7364  -1.3427  -0.6544  -0.1487
MAD/mEh        PW86 0.2723 B86b 0.3144 revPBE 0.6337 B88 1.3027 RPBE 0.3418 LDA 0.7764
MAD/(kcal/mol) PW86 0.171 B86b 0.197 revPBE 0.398 B88 0.817 RPBE 0.215 LDA 0.487
E_int(R=7)/(kcal/mol) HF 0.373 PW86 0.597 B86b 0.640 revPBE 0.921 B88 1.461 RPBE 0.595 LDA -0.285
dln E_int(HF)/dln n_A(mid), R=6.5..7.5: 1.997
R=7: dEx(LDA)=-2.7364 mEh; mean dW/mEh in s=0-1,1-2,2-4,4-8: -1.819 1.938 3.146 0.532
int F' dW /mEh in s=0-1,1-2,2-4,4-8,>8 | LDA+sum | libxc
 PW86     -0.301   0.407   1.020   0.235   0.046 | -1.3288 | -1.3307
 B86b     -0.278   0.461   1.072   0.192   0.029 | -1.2605 | -1.2622
 revPBE   -0.273   0.621   1.416   0.154   0.007 | -0.8120 | -0.8139
 B88      -0.272   0.569   1.800   0.550   0.138 | 0.0483 | 0.0467
 RPBE     -0.279   0.632   1.040   0.011   0.000 | -1.3319 | -1.3339
```
